# Zeeman levels of triplet O2 in a case (b) basis, part 2

The problem is to find the levels of rotating \(^{16}\mathrm O_2\) (\(^3\Sigma_g^-\), \(S=1\)) in a static field \(\mathcal B\) along \(Z\). Energies are in cm\(^{-1}\), fields in T, angular momenta in units of \(\hbar\). The model is
\[ H=B\mathbf N^2+\tfrac23\lambda\left[3(\mathbf n\cdot\mathbf S)^2-\mathbf S^2\right]+\gamma\,\mathbf N\cdot\mathbf S+zS_Z , \]
with \(z=g\mu_B\mathcal B\), \(\mathbf J=\mathbf N+\mathbf S\), bond direction \(\mathbf n\) at angles \(\theta,\phi\), and \(n_\pm=\sin\theta\,e^{\pm i\phi}\). The clamped-molecule splitting is \(D=2\lambda\). Orbital characters under inversion, \(\sigma_v\) and the perpendicular half-turn \(C_2\) are \(+1,-1,-1\); with spinless nuclei, \(N\) is odd.

States are \(|NJM\rangle\) or, uncoupled, \(|N,M_N;M_S\rangle\). Each \(M\) block, ordered \((N,J)=(1,0),(1,1),(1,2),(3,2),\dots\) with \(J\ge|M|\), is tridiagonal. Its levels cannot cross for \(z,\lambda\ne0\), so energy order is an adiabatic label.

For \(N=J-1,J,J+1\) respectively, the diagonal elements are:
- \(\mathbf N\cdot\mathbf S\): \(N,\,-1,\,-(N+1)\)
- spin–spin: \(-\tfrac23\lambda\frac{J-1}{2J+1},\ \tfrac23\lambda,\ -\tfrac23\lambda\frac{J+2}{2J+1}\)
- \(S_Z\): \(M/J,\ M/[J(J+1)],\ -M/(J+1)\), and zero for \(J=0\)

\(S_Z\) links \(J\) to \(J-1\) by \(-R\sqrt{J^2-M^2}\), with \(R_+=\sqrt{N/(2N+1)}/(N+1)\) for \(J=N+1\) and \(R_-^2=(N+1)/[N^2(2N+1)]\) for \(J=N\). States \(N=J\mp1\) mix through
\[ V_J=2\lambda\frac{\sqrt{J(J+1)}}{2J+1},\qquad \Delta_J=(2J+1)(2B-\gamma)-\frac{2\lambda}{2J+1}, \]
where \(\Delta_J\) is their diagonal difference and \(\tan2\chi=2V_J/\Delta_J\). The lower state shifts by \(\tfrac12[\Delta_J-(\Delta_J^2+4V_J^2)^{1/2}]\).

In weak field the linear shift is \(g_J\mu_B\mathcal BM\), with
\[ g_J=g\left[\frac{\cos^2\chi}{J}-\frac{\sin^2\chi}{J+1}\right]\ \text{(lower)},\qquad g_J=g\left[\frac{\sin^2\chi}{J}-\frac{\cos^2\chi}{J+1}\right]\ \text{(upper)}. \]
The \(J=0\) level shifts by \(-\tfrac23z^2/(2\lambda+\gamma)\); its decoupling field is \(\mathcal B_d=(2\lambda+\gamma)/(g\mu_B)\).

In strong field, projection on one \(M_S\) gives
\[ H_{\rm eff}=zM_S+B\mathbf N^2+\tfrac23\lambda(3M_S^2-2)P_2(\cos\theta)+\gamma M_NM_S , \]
whose eigenstates \(\psi\) are called pendular. Couplings out of \(M_S=-1\) are
\[ W_1=-\sqrt2\lambda\cos\theta\,n_-+\gamma N_-/\sqrt2,\qquad W_2=\lambda n_-^2 , \]
and, with \(E_{\rm pend}\) excluding \(-z\),
\[ E=-z+E_{\rm pend}+\frac cz+O(z^{-2}),\qquad c=-\|W_1\psi\|^2-\tfrac12\|W_2\psi\|^2 . \]

Truncation at \(N_{\max}\) cuts \(V_J\) with \(J=N_{\max}+1\). The estimated error is \(V_J^2a^2/\Delta E\), with \(a\) the amplitude on the last retained state and \(\Delta E\) the distance to manifold \(N_{\max}+2\).

## The avoided crossing between N = 1 and N = 3

For the upper spin branches the reduction to \(H_{\rm eff}\) fails where a denominator vanishes. In the block \(M=2\) the rising state \(|1,1;+1\rangle\) meets the falling state \(|3,3;-1\rangle\). Let \(I_N=\int_{-1}^1(1-x^2)^Ndx\). Integration by parts gives \(I_{N+1}/I_N=(2N+2)/(2N+3)\), so \(I_1=\tfrac43\) and \(I_3=\tfrac43\cdot\tfrac45\cdot\tfrac67=\tfrac{32}{35}\). With \(Y_{NN}=(-1)^Nn_+^N/\sqrt{2\pi I_N}\), \(\langle\cos^2\theta\rangle=1-I_{N+1}/I_N=1/(2N+3)\) and \(\langle P_2\rangle=-N/(2N+3)\). The diagonal energies are
\[ E_a=2B-\tfrac2{15}\lambda+\gamma+z,\qquad E_b=12B-\tfrac29\lambda-3\gamma-z, \]
and they are equal at \(z^*=5B-\tfrac2{45}\lambda-2\gamma\). The coupling is
\[ \lambda\langle Y_{11}|n_-^2|Y_{33}\rangle=\lambda\frac{I_3}{\sqrt{I_1I_3}}=\lambda\sqrt{I_3/I_1}=\lambda\sqrt{24/35}, \]
so the minimum gap is \(2\lambda\sqrt{24/35}\) to leading order in \(\lambda/B\). Deleting \(V_2\) cuts the chain after its first state; \(E_a\) is then an eigenvalue at every field and the levels cross.

## Worked example

The constants are \(B=1.4\), \(\lambda=2.0\), \(\gamma=-0.008\) cm\(^{-1}\), the rough sizes of the O\(_2\) values rounded to one or two figures. The digits below trace the arithmetic of the model; as statements about O\(_2\) they hold only to a few per cent. With the spectroscopic values \(B=1.438\), \(\lambda=1.985\), \(\gamma=-0.0084\) cm\(^{-1}\) the two zero-field intervals found below move from 119.7 and 57.0 GHz to 118.8 and 56.3 GHz, and the avoided crossing moves from 7.43 T to 7.63 T, its gap from 3.49 to 3.46 cm\(^{-1}\). With \(g=2.002319\), \(g\mu_B=0.934812\) cm\(^{-1}\)/T.

**Zero field.** For \(N=1\), \(E(J{=}0)=2.8-\tfrac43(2.0)+0.016=0.1493\) and \(E(J{=}1)=2.8+\tfrac23(2.0)+0.008=4.1413\) cm\(^{-1}\). For \(J=2\), \(V_2=4.0\sqrt6/5=1.9596\), \(\Delta_2=5(2.808)-0.8=13.24\), and the shift is \(-0.2839\), so \(E(J{=}2)=2.8-\tfrac2{15}(2.0)-0.008-0.2839=2.2414\) cm\(^{-1}\). The intervals from \(J=1\) are 3.992 cm\(^{-1}\) (119.7 GHz) to \(J=0\) and 1.900 cm\(^{-1}\) (57.0 GHz) to \(J=2\); mixing supplies 15% of the second. From \(\chi=8.245^\circ\), \(\sin^2\chi=0.02056\),
\[ g_2=2.002319\left(\frac{1-0.02056}{2}-\frac{0.02056}{3}\right)=0.96685, \]
which is 3.4% below the unmixed value 1.00116. The decoupling field is \(3.992/0.934812=4.27\) T, and the \(J=0\) coefficient is \(-\tfrac23(0.934812)^2/3.992=-0.14594\) cm\(^{-1}\)/T\(^2\). Finite differences of the uncoupled spectrum test \(g_J\) and this coefficient.

**Range of the weak-field formulas.** At 2 T the quadratic shift of \(J=0\) is \(-0.584\) against \(-0.4155-0.1493=-0.565\) cm\(^{-1}\) from the matrix, too large by 3% of the latter. For \(J=2\), \(M=1\) at 1 T the linear formula gives \(2.2414+0.96685\times0.466864=2.693\) against 2.586 cm\(^{-1}\). The link to \(J=1\) has squared element \(3R_+^2=\tfrac14\), and its second-order term \(-\tfrac14\cos^2\chi\,z^2/1.900=-0.113\) is close to the difference of \(-0.107\); the remainder combines weak second-order links to the levels of mainly \(N=3\) with higher orders. For this level the relevant gap is 1.90 cm\(^{-1}\), about half of \(2\lambda+\gamma\).

**One block.** For \(M=2\) at 5 T, \(z=4.6741\). The \((1,2)\) diagonal is \(2.8-\tfrac2{15}(2.0)-0.008+z=7.1994\), the \((3,2)\) diagonal is \(16.8-\tfrac23(2.0)\tfrac45+0.032-\tfrac23z=12.649\), and the Zeeman links are \(-z\sqrt{20/63}=-2.634\) and \(-z\sqrt{36/112}=-2.650\) cm\(^{-1}\). With \(N_{\max}=3\) the eigenvalues are 6.5081, 12.1903, 16.8590 and 21.8801; with \(N_{\max}=9\) they are 6.5081, 12.1864, 16.7527 and 21.7933 cm\(^{-1}\). The level from \(N=1\) is unchanged to the digits shown, while those of the last retained manifold move by up to 0.11 cm\(^{-1}\).

**Decoupling.** The lowest \(M=0\) state has these properties, \(w\) denoting a weight:

| \(\mathcal B\)/T | \(\langle S_Z\rangle\) | \(w(J{=}0)\) | \(w(N{=}1)\) | \(w(M_S{=}{-1})\) |
|---|---|---|---|---|
| 0 | 0 | 1 | 1 | 0.333 |
| 2 | −0.576 | 0.863 | 0.99972 | 0.698 |
| 5 | −0.899 | 0.594 | 0.99883 | 0.930 |
| 10 | −0.975 | 0.457 | 0.99868 | 0.983 |
| 50 | −0.999 | 0.356 | 0.99905 | 0.999 |

The \(J=0\) weight tends towards \(\tfrac13\), the weight of \(|1,1;-1\rangle\) in \(J=0\), multiplied by the limiting \(N=1\) weight \(1-0.00086\). This state is pure \(N=1\) at zero field and acquires its \(N>1\) part through the field. That part is not monotonic: it is 0.00132 at 10 T, the largest at the fields printed, and falls towards the pendular value 0.00086.

**Crossing.** The two-state estimate is \(z^*/g\mu_B=7.41\) T with gap \(4.0\times0.82808=3.312\) cm\(^{-1}\). The full matrix gives 3.493 cm\(^{-1}\) (104.7 GHz) at 7.43 T, so the estimate is low by 5% of the full gap. For \(\lambda=0.02\), \(\gamma=0\), where the leading order should hold and is tested, the full gap is 0.03315 and the two-state gap 0.03312 cm\(^{-1}\). Without the elements \(V_J\) the levels cross at 7.35 T; this lies below 7.41 T because the lowest \(N=3\) eigenvalue is below the diagonal element \(E_b\). The adiabatic level \(J=2\), \(M=2\) rises to 6.51 cm\(^{-1}\) at 5 T, is at 6.39 at 10 T and falls to \(-2.48\) at 20 T.

**Asymptote.** At 50 T, \(z=46.74\), and for \(M_N=-1\) the formula gives \(-z+2.5128-2.2842/z=-44.2767\) against \(-44.2687\) cm\(^{-1}\). The discrepancy of 0.0080 exceeds the 0.0012 found for \(M_N=+1\). For \(M_N=-1\) the operators \(W_1\) and \(W_2\) reach \(M_N=-2\) and \(-3\), which exist for \(N\ge3\), so the denominators are near \(z+10B\) and \(2z+10B\). This reduces \(|c|/z=0.049\) by a fraction between \(14/(2z+14)\) and \(14/(z+14)\), that is by 0.006 to 0.011 cm\(^{-1}\), which brackets the discrepancy. Third-order terms, which pass through both \(M_S=0\) and \(M_S=+1\), are also of order \(z^{-2}\) and are left out of this estimate. For \(M_N=+1\), taking \(\psi\approx Y_{11}\) and neglecting \(\gamma\), \(W_1\psi\propto\cos\theta\sin^2\theta=\tfrac25(P_1-P_3)\) has the fraction \(\tfrac23/(\tfrac23+\tfrac27)=\tfrac7{10}\) of its squared norm in \(N=1\), and \(W_2\psi\propto\sin^2\theta\,n_-\) has the fraction \((I_2/I_1)^2/(I_3/I_1)=\tfrac{14}{15}\), so most of \(c\) keeps denominators near \(z\) and \(2z\) and the correction is several times smaller.

## Choosing the settings

**Cut-off.** A manifold \(N\) sends down a branch near \(BN(N+1)-z\). Every manifold whose falling branch reaches the energies of interest at the highest field must be in the basis, and the error estimate \(V_J^2a^2/\Delta E\) calls for at least one more, so that the wanted states have small amplitude at the cut. For the three lowest \(M=0\) levels at 20 T the largest errors relative to \(N_{\max}=21\) are \(2.0\times10^{-2}\) and \(2.6\times10^{-7}\) cm\(^{-1}\) for \(N_{\max}=3\) and 5, and at rounding level from 7 on. Repeating the run with \(N_{\max}+2\) measures the error directly.

**Mixing.** For small \(\lambda/B\) the elements \(V_J\) lower the lower state of an even \(J\ge2\) by about \(V_J^2/\Delta_J\) and open a gap proportional to \(\lambda\) at the crossing. They can be dropped only when the shift is below the accuracy sought and the crossing lies outside the field range of interest. Here their omission shifts \(J=2\) by 0.28 cm\(^{-1}\), changes \(g_2\) by a few per cent, and replaces a gap of 3.5 cm\(^{-1}\) by a crossing.

**Labels.** \(J\) is a useful label for \(z\) small against the zero-field gap to the linked level, and \((M_N,M_S)\) for \(z\) large against it and away from the crossings with other manifolds, which for \(N=1\) meeting \(N=3\) lie near \(z=5B\) for \(\Delta M_S=2\) and \(z=10B\) for \(\Delta M_S=1\). The second crossing shows in the level \(J=1\), \(M=-1\), which is nearly flat between 5 and 10 T (3.37 and 3.27 cm\(^{-1}\)) and has dropped to \(-1.63\) at 20 T. The pair of \(M\) and energy order is valid at all nonzero fields in this model, and eigenvector overlap in steps of 0.05 T up to 20 T is tested to select the same states for the nine \(N=1\) levels. An energy-ordered label does not fix the spin character, so \(\langle S_Z\rangle\) should be reported with it.

**Input constants.** The entry for \(\lambda\) is \(D/2\), with the dipolar and spin–orbit parts summed. An error in \(D\) passes in full into the interval \(2\lambda+\gamma\) and, for \(|\gamma|\ll\lambda\), as the same relative error into \(\mathcal B_d\) and the leading-order gap. If the nuclei are two different spinless isotopes, even \(N\) is allowed as well and forms a second, separate tridiagonal chain with the same formulas for the matrix elements. A second magnetic field component only requires \(Z\) to be turned to the direction of the total field. The model must be extended when a nucleus carries spin, which adds hyperfine terms; when an electric field is applied, which along \(Z\) adds a \(\cos^2\theta\) term that keeps \(M\) but spoils the tridiagonal form, and at an angle to \(Z\) also mixes blocks of different \(M\); and when the accuracy sought reaches the size of the omitted distortion and \(g\)-correction terms.

## Calculated quantities

```
inputs (rough O2 sizes): B=1.4 lam=2.0 gam=-0.008 cm^-1, Nmax=9
g=2.002319, muB=0.466864 cm^-1/T, g*muB=0.934812 cm^-1/T
UHF/6-31G r=1.2 A characters C(0.7 rad), i, sigma_v, C2perp: +1.0000 +1.0000 -1.0000 -1.0000
zero field N=1: E(J=0)=0.1493 E(J=2)=2.2414 E(J=1)=4.1413 cm^-1
J=1 - J=0: 3.9920 cm^-1 = 119.68 GHz
J=1 - J=2: 1.8999 cm^-1 = 56.96 GHz
J=2 block: V=1.9596 Delta=13.2400 shift=-0.2839 cm^-1
chi=8.245 deg, sin^2 chi=0.02056
g_J: J=2 lower 0.96685 (unmixed 1.00116), upper -0.63313 (unmixed -0.66744), J=1 1.00116
J=0 quadratic coefficient -0.14594, finite difference -0.14594 cm^-1/T^2
decoupling field (2lam+gam)/(g muB) = 4.270 T
M=2, 5 T (z=4.6741), Nmax=3, (N,J)=[(1, 2), (3, 2), (3, 3), (3, 4)], cm^-1:
     7.1994    1.9596    0.0000    0.0000
     1.9596   12.6493   -2.6335    0.0000
     0.0000   -2.6335   18.9203   -2.6499
     0.0000    0.0000   -2.6499   18.6686
  eigenvalues Nmax=3: 6.5081 12.1903 16.8590 21.8801 cm^-1
  lowest four Nmax=9: 6.5081 12.1864 16.7527 21.7933 cm^-1
levels from N=1 (cm^-1) at field (T): 0 1 2 5 10 20
  J=2 M=-2:   2.2414   1.3351   0.4233  -2.3329  -6.9614 -16.2662
  J=2 M=-1:   2.2414   1.6811   0.9524  -1.6172  -6.1824 -15.4656
  J=1 M=-1:   4.1413   3.7812   3.5866   3.3744   3.2670  -1.6347
  J=0 M=+0:   0.1493   0.0040  -0.4155  -2.6123  -7.0512 -16.2840
  J=2 M=+0:   2.2414   2.1177   1.9167   1.6429   1.5206  -1.8973
  J=1 M=+0:   4.1413   4.4091   5.0261   7.4612   7.7350   1.8685
  J=2 M=+1:   2.2414   2.5857   2.7683   2.9495   2.9103  -2.1710
  J=1 M=+1:   4.1413   4.7138   5.4427   7.9158   7.4948   3.4321
  J=2 M=+2:   2.2414   3.1397   4.0263   6.5081   6.3922  -2.4838
lowest M=0 state: field/T, <S_Z>, w(J=0), w(N=1), w(M_S=-1)
    0   0.0000   1.0000  1.00000   0.3333
    1  -0.3090   0.9631  0.99997   0.5138
    2  -0.5758   0.8627  0.99972   0.6979
    5  -0.8994   0.5942  0.99883   0.9304
   10  -0.9751   0.4573  0.99868   0.9832
   20  -0.9939   0.3922  0.99886   0.9959
   50  -0.9990   0.3559  0.99905   0.9993
M=0, 20 T, max error of 3 lowest, Nmax=3,5,7,9: 2.0e-02 2.6e-07 8.4e-14 0.0e+00 cm^-1
<Y11|n-^2|Y33>=0.82808; lam=0.02: gap 0.03315, two-state 0.03312 cm^-1
M=2 min gap 3.4927 cm^-1 = 104.7 GHz at 7.426 T
two-state estimate 3.3123 cm^-1 at 7.410 T
without Delta N=2 elements: true crossing at 7.354 T
M_S=-1 limit: M_N, E_pend/cm^-1, c/cm^-2, w(N>1); 50 T full vs asymptotic E/cm^-1
  +1 2.5288 -2.2723 0.00086; -44.2592 -44.2604
  +0 3.3135 -1.8927 0.00143; -43.4638 -43.4676
  -1 2.5128 -2.2842 0.00086; -44.2687 -44.2767
```
